# Stress of the local pseudopotential energy in a plane-wave basis, part 2

A crystal is described by norm-conserving pseudopotentials and plane waves. The problem is to find how the local energy $E_{\rm loc}$ contributes to the stress

$$\sigma_{\alpha\beta}=\frac1\Omega\frac{\partial E}{\partial\varepsilon_{\alpha\beta}},\qquad p=-\frac13\sum_\alpha\sigma_{\alpha\alpha}.$$

The algebra is in atomic units. The cell has volume $\Omega$, and the strain is $\mathbf r\to F\mathbf r$ with $F=1+\varepsilon$. Ions $j$ at $\boldsymbol\tau_j$ keep their fractional coordinates. Each has a spherical local potential $v_j(r)$, the potential energy of an electron. For ions of kind $a$, the form factor and structure factor are

$$v_a(G^2)=\int v_a(x)\,e^{-i\mathbf G\cdot\mathbf x}\,d^3x,\qquad S_a(\mathbf G)=\sum_{j\in a}e^{-i\mathbf G\cdot\boldsymbol\tau_j}.$$

The electron density $n(\mathbf r)$ has coefficients $n(\mathbf G)$, and

$$E_{\rm loc}=\sum_{\mathbf G}n^*(\mathbf G)\sum_aS_a(\mathbf G)\,v_a(G^2). \tag{1}$$

Orbital $i$, with Bloch vector $\mathbf k$ and occupation $f_i$ (including spin and $\mathbf k$-point weight), is $\psi_i=\Omega^{-1/2}\sum_{\mathbf G}c_{i,\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$. Part (b) showed that the orthonormality condition, $\sum_{\mathbf G}c^*_{i,\mathbf G}c_{j,\mathbf G}=\delta_{ij}$ at the same $\mathbf k$, has the same form in every strained cell. At fixed coefficients $N(\mathbf G)=\Omega n(\mathbf G)$ is invariant, with $N(0)=N_{\rm el}$ the number of electrons. The density is then carried with the strain, $n'(\mathbf r')=n(\mathbf r)/\det F$.

At fixed integer labels, $\mathbf G$ changes to $F^{-T}\mathbf G$, and $\mathbf k$ with fixed fractional components transforms in the same way. Hence

$$\frac{\partial G^2}{\partial\varepsilon_{\alpha\beta}}=2\sum_\gamma G_\gamma\frac{\partial G_\gamma}{\partial\varepsilon_{\alpha\beta}}=-2G_\alpha G_\beta. \tag{4}$$

For potentials of finite range, the local stress at fixed coefficients is

$$\boxed{\;\sigma^{\rm loc}_{\alpha\beta}=-\delta_{\alpha\beta}\frac{E_{\rm loc}}{\Omega}-\frac2\Omega\sum_{\mathbf G}n^*(\mathbf G)\sum_aS_a(\mathbf G)\,\frac{dv_a}{d(G^2)}\,G_\alpha G_\beta\;} \tag{5}$$

The first term is called the volume part and the second the form-factor part.

### (e) A real ionic potential tends to $-Z/r$, and its form factor diverges at $G=0$. What replaces $v(0)$ in a neutral cell?

**Solution.** Replace $1/r$ by $e^{-\mu r}/r$ in every Coulomb interaction, with a small constant $\mu$ that does not change with strain, and let $\mu\to0$ at the end. The Fourier transform of $e^{-\mu r}/r$ is $4\pi/(G^2+\mu^2)$. Write $v_j=-Z_j/r+w_j$, where $w_j=v_j+Z_j/r$ has finite range, and define

$$\alpha_j=\int\left[v_j(r)+\frac{Z_j}{r}\right]d^3r .$$

At finite $\mu$ the form factor at $G=0$ is $\alpha_j-4\pi Z_j/\mu^2$. With $Z_{\rm tot}=\sum_jZ_j$, the $G=0$ term of the local energy is

$$\frac{N_{\rm el}}{\Omega}\left(\sum_j\alpha_j-\frac{4\pi Z_{\rm tot}}{\mu^2}\right).$$

The $G=0$ term of the electron–electron (Hartree) energy is

$$\frac12\,\Omega\,n(0)^2\,\frac{4\pi}{\mu^2}=\frac{2\pi N_{\rm el}^2}{\mu^2\Omega}.$$

For the ions, split $e^{-\mu r}/r$ into a short-range piece, summed in real space, and a smooth piece with transform $4\pi e^{-(G^2+\mu^2)/4\eta^2}/(G^2+\mu^2)$, summed in reciprocal space. The splitting parameter $\eta$ is a constant. The smooth sum includes each ion's interaction with itself, which is removed by subtracting a constant independent of strain. The $G=0$ term of the smooth sum is

$$\frac{2\pi Z_{\rm tot}^2}{\mu^2\Omega}\,e^{-\mu^2/4\eta^2}=\frac{2\pi Z_{\rm tot}^2}{\mu^2\Omega}-\frac{\pi Z_{\rm tot}^2}{2\eta^2\Omega}+O(\mu^2).$$

The finite second term belongs to the ion–ion (Ewald) energy. The three singular terms add to

$$\frac{2\pi}{\mu^2\Omega}\left(N_{\rm el}^2-2N_{\rm el}Z_{\rm tot}+Z_{\rm tot}^2\right)=\frac{2\pi}{\mu^2\Omega}\,(N_{\rm el}-Z_{\rm tot})^2 .$$

In a neutral cell this is zero. Strain changes neither $N_{\rm el}$ nor $Z_{\rm tot}$, so it is zero in every strained cell too, and its derivative vanishes before $\mu\to0$ is taken. What remains at $G=0$ is

$$E_\alpha=\frac{N_{\rm el}}{\Omega}\sum_j\alpha_j,\qquad \sigma^{\alpha}_{\alpha'\beta'}=-\delta_{\alpha'\beta'}\frac{E_\alpha}{\Omega}. \tag{7}$$

The stress formula thus stays valid with $v_a(0)$ replaced by $\alpha_a$ and with the form-factor sum restricted to $\mathbf G\ne0$. At finite $\mu$ the slope at $G=0$ is finite and is multiplied by $G_\alpha G_\beta=0$, so nothing is lost there.

The rule concerns the sum of the three Coulomb energies. In a charged cell the singular terms do not cancel, and a further prescription is needed.

### (f) Find the slope of the form factor for a tabulated potential and for a simple analytic one.

**Solution.** The angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $j_0(Gr)=\sin(Gr)/(Gr)$. For $G\ne0$, with $w=v+Z/r$,

$$v(G^2)=-\frac{4\pi Z}{G^2}+4\pi\int_0^\infty r^2w(r)\,j_0(Gr)\,dr .$$

Use $d/d(G^2)=(2G)^{-1}d/dG$. The first term gives $(2G)^{-1}\,8\pi Z/G^3=4\pi Z/G^4$. In the second,

$$j_0'(x)=\frac{\cos x}{x}-\frac{\sin x}{x^2}=-j_1(x),$$

so $dj_0(Gr)/dG=-r\,j_1(Gr)$, and

$$\frac{dv}{d(G^2)}=\frac{4\pi Z}{G^4}-\frac{2\pi}{G}\int_0^\infty r^3w(r)\,j_1(Gr)\,dr. \tag{8}$$

The integral converges because the Coulomb tail has been taken out of $w$.

As an analytic case take

$$v(r)=-\frac Zr\,{\rm erf}\!\left(\frac r{\sqrt2\,r_{\rm loc}}\right)+C\,e^{-r^2/2r_{\rm loc}^2}.$$

With $a=1/(\sqrt2\,r_{\rm loc})$, the Laplacian of the first function follows from

$$\nabla^2\frac{{\rm erf}(ar)}r=\frac1r\frac{d^2}{dr^2}{\rm erf}(ar)=-\frac{4a^3}{\sqrt\pi}e^{-a^2r^2}=-4\pi\,\frac{e^{-r^2/2r_{\rm loc}^2}}{(2\pi)^{3/2}r_{\rm loc}^3}.$$

The last fraction is a normalized Gaussian with transform $e^{-G^2r_{\rm loc}^2/2}$, and $\nabla^2$ becomes $-G^2$. The transform of ${\rm erf}(ar)/r$ is therefore $4\pi e^{-G^2r_{\rm loc}^2/2}/G^2$. With $W=(2\pi)^{3/2}r_{\rm loc}^3C$,

$$v(G^2)=e^{-G^2r_{\rm loc}^2/2}\left(-\frac{4\pi Z}{G^2}+W\right).$$

The product rule in the variable $G^2$ gives

$$\frac{dv}{d(G^2)}=e^{-G^2r_{\rm loc}^2/2}\left(\frac{4\pi Z}{G^4}+\frac{2\pi Zr_{\rm loc}^2}{G^2}-\frac{r_{\rm loc}^2W}2\right). \tag{9}$$

For small $G$, $v+4\pi Z/G^2\to2\pi Zr_{\rm loc}^2+W$, which is $\alpha$. Radial quadrature confirms $\alpha$ and, at three values of $G$, both the form factor and its slope.

### (g) The orbitals respond to strain. Why may their coefficients be held fixed, and for which quantity?

**Solution.** Let $E(c,\varepsilon)$ be the total energy as a function of coefficients and strain. The occupations and the integer labels of the plane waves are fixed. The ground state is stationary under the condition $\langle c_i|c_j\rangle=\delta_{ij}$, so with Lagrange multipliers $\Lambda_{ij}$ any small variation obeys

$$\delta_cE=\sum_{ij}\Lambda_{ij}\,\delta\langle c_i|c_j\rangle .$$

The response to strain is one such variation. By part (b) the condition has the same form in every strained cell, hence $d\langle c_i|c_j\rangle/d\varepsilon=0$ along the response, and

$$\frac{dE}{d\varepsilon_{\alpha\beta}}=\left.\frac{\partial E}{\partial\varepsilon_{\alpha\beta}}\right|_c .$$

The right-hand side is a sum over the parts of the energy, and the local part supplies $\sigma^{\rm loc}$.

A single part of the energy is not stationary. For independent electrons in one orbital with occupation $f$ and Hamiltonian $H=T+V$, the response adds $2f\,{\rm Re}\langle dc|V|c\rangle$ to the change of the local energy and $2f\,{\rm Re}\langle dc|T|c\rangle$ to that of the kinetic energy. Since $H|c\rangle=e|c\rangle$, their sum is $2fe\,{\rm Re}\langle dc|c\rangle=fe\,d\langle c|c\rangle=0$. The two additions are opposite and in general not zero. Thus $\sigma^{\rm loc}$ is the local part of the total stress, and not the strain derivative of the relaxed $E_{\rm loc}$.

The kinetic part follows from (4), with $\mathbf k+\mathbf G$ in place of $\mathbf G$:

$$\sigma^{\rm kin}_{\alpha\beta}=-\frac1\Omega\sum_if_i\sum_{\mathbf G}|c_{i,\mathbf G}|^2(\mathbf k+\mathbf G)_\alpha(\mathbf k+\mathbf G)_\beta .$$

If a calculation keeps the cutoff energy instead of the labels, plane waves enter or leave the basis as the cell is strained. The energy curve then differs from the one differentiated here, unless the basis is converged.

### (h) Evaluate the stress for a model with two ions and two electrons.

**Solution.** The cell is orthorhombic with edges 4.0, 4.4 and 5.0 Å, so $\Omega=88.0$ Å³. Two equal ions with $Z=1$ sit at fractional positions $(0,0,0)$ and $(0.30,0.20,0.25)$. The potential is that of part (f), with $r_{\rm loc}=0.50$ Å and $C=10$ eV. Two independent electrons occupy the lowest orbital at $\mathbf k=0$, expanded in 363 plane waves (cutoff 150 eV).

Hartree, exchange–correlation, nonlocal and ion–ion terms are absent. The value $\alpha$ at $G=0$ is then a choice of the average potential. A different choice, varying with volume, would shift the energy and the diagonal stresses but not the shear stresses. The pressures below belong to this model and to no material.

*Form factor.* In eV and Å, one atomic unit of energy times length becomes 14.400 eV Å. Then $W=15.750\times0.125\times10=19.69$ eV Å³, and

$$\alpha=2\pi\times14.400\times0.25+19.69=42.31\ \text{eV Å}^3 .$$

For the integers $(1,1,0)$, $G^2=4.507$ Å⁻² and the exponential is $e^{-0.5633}=0.5693$. Hence

$$v=0.5693\,(-40.15+19.69)=-11.65\ \text{eV Å}^3,$$
$$\frac{dv}{d(G^2)}=0.5693\,(8.910+5.019-2.461)=6.529\ \text{eV Å}^5 .$$

This pair $\pm\mathbf G$ nevertheless contributes nothing to the stress. The phase of the second ion is $2\pi(0.30+0.20)=\pi$, so $S=1+e^{-i\pi}=0$. The density coefficient does not vanish, $N(\mathbf G)=-0.084\,i$, because only its first-order response to the potential is proportional to $S(\mathbf G)$. At second order, pairs of other reciprocal vectors that add up to $\mathbf G$ contribute. If the potential is scaled by $\lambda$, the coefficient starts as $-0.058\,i\,\lambda^2$, and higher orders bring it to $-0.084\,i$ at $\lambda=1$. The shear stresses come from other vectors.

*Volume part.* The $G=0$ energy is $E_\alpha=2\times2\times42.306/88.0=1.923$ eV, and the whole local energy is $E_{\rm loc}=-2.115$ eV. The volume part of each diagonal stress is

$$-\frac{E_{\rm loc}}\Omega=\frac{2.115}{88.0}=0.0240\ \text{eV/Å}^3 .$$

It contains $-1.923/88.0=-0.0219$ eV/Å³ from $G=0$. Omitting $\alpha$ would change the diagonal stress by about as much as the volume part itself.

*Full tensor.* The form-factor part has $xx=-0.0199$, $yy=-0.0519$ and $zz=-0.0746$ eV/Å³. For $xx$ the local stress is $0.02404-0.01988=0.00416$ eV/Å³, the small remainder of two larger terms. In eV/Å³, with each entry rounded separately from the unrounded values:

| | local | kinetic | sum | relaxed $E_{\rm loc}$ |
|---|---|---|---|---|
| $xx$ | 0.0042 | −0.0057 | −0.0016 | 0.0095 |
| $yy$ | −0.0279 | −0.0163 | −0.0442 | −0.0740 |
| $zz$ | −0.0506 | −0.0248 | −0.0754 | −0.1165 |
| $xy$ | 0.0027 | 0.0005 | 0.0032 | 0.0089 |
| $xz$ | 0.0047 | 0.0009 | 0.0056 | 0.0147 |
| $yz$ | 0.0064 | 0.0013 | 0.0077 | 0.0188 |

The local pressure is

$$p=-\tfrac13(0.0042-0.0279-0.0506)=0.0248\ \text{eV/Å}^3=3.97\ \text{GPa}.$$

With the kinetic part it is 0.0404 eV/Å³, or 6.47 GPa. Doubling the cutoff leaves the local stress unchanged to $10^{-5}$ eV/Å³.

*Tests.* The last column is the derivative of the local energy alone when the Hamiltonian is diagonalized again in each strained cell. For $yy$ it is −0.0740 eV/Å³, against −0.0279 eV/Å³ at fixed coefficients: the orbital response has added −0.0461 eV/Å³. The derivative of the total energy from the same diagonalizations agrees with the sum column. The largest deviation is about $4\times10^{-8}$ of the largest local stress component. The response has cancelled between the two parts, as derived in (g).

The stress formula was also tested in real space. The Coulomb tail was screened to give a finite range, the potential was summed over periodic images, and its product with the carried density was integrated in strained cells. The derivatives agree with the formula to about $3\times10^{-8}$ of the largest component.

The $G=0$ rule was tested on a crystal of neutral spherical atoms. A direct sum over atom pairs and the reciprocal-space energy with $\alpha$ agree in two cells of different volume and shape, at −5.589503 and −5.589463 eV. The remaining values are in the numerical output.

## Computed values

```
cell edges [A]: [4.  4.4 5. ]
fractional ion positions: [[0.0, 0.0, 0.0], [0.3, 0.2, 0.25]]
Z = 1, r_loc = 0.50 A, C = 10.0 eV
electrons per cell N(0) = 2.000000
cell volume = 88.000 A^3
cutoff = 150 eV, plane waves = 363
alpha per ion = 42.3059 eV A^3
G=0 part of E_loc = 1.92300 eV
E_loc = -2.11524 eV
kinetic energy = 2.05938 eV
kinetic + local energy = -0.05586 eV
one pair +-G, integers: [1, 1, 0]
  G [1/A]: [1.5708 1.428  0.    ]
  G^2 = 4.50658 1/A^2
  v(G^2) = -11.6514 eV A^3
  dv/d(G^2) = 6.5289 eV A^5
  N(G) = -0.00000-0.08444j, S(G) = 0.00000-0.00000j
  Re[N*(G) S(G)] = 0.00000
  pair, volume part (xx=yy=zz) = 0.000000 eV/A^3
  pair, form-factor part xx = -0.000000 eV/A^3
  pair, form-factor part xy = -0.000000 eV/A^3
volume part [eV/A^3]: xx=0.02404 yy=0.02404 zz=0.02404 xy=0.00000 xz=0.00000 yz=0.00000
form-factor part [eV/A^3]: xx=-0.01988 yy=-0.05193 zz=-0.07464 xy=0.00274 xz=0.00469 yz=0.00641
local stress [eV/A^3]: xx=0.00416 yy=-0.02790 zz=-0.05060 xy=0.00274 xz=0.00469 yz=0.00641
kinetic stress [eV/A^3]: xx=-0.00571 yy=-0.01630 zz=-0.02479 xy=0.00049 xz=0.00088 yz=0.00133
kinetic + local stress [eV/A^3]: xx=-0.00156 yy=-0.04420 zz=-0.07539 xy=0.00323 xz=0.00557 yz=0.00774
total energy, finite difference [eV/A^3]: xx=-0.00156 yy=-0.04420 zz=-0.07539 xy=0.00323 xz=0.00557 yz=0.00774
relaxed E_loc alone, finite difference [eV/A^3]: xx=0.00946 yy=-0.07399 zz=-0.11649 xy=0.00887 xz=0.01471 yz=0.01878
local stress at doubled cutoff [eV/A^3]: xx=0.00416 yy=-0.02790 zz=-0.05060 xy=0.00274 xz=0.00469 yz=0.00641
doubled cutoff: 1037 waves, E_loc = -2.11530 eV
local pressure = 0.02478 eV/A^3 = 3.97 GPa
kinetic + local pressure = 0.04038 eV/A^3 = 6.47 GPa
strain step = 2.0e-04
largest error, total stress = 2.2e-09 eV/A^3
screening width in real-space test = 0.80 A
finite-range E, real space = -1.239330 eV
finite-range E, reciprocal = -1.239330 eV
finite-range stress, formula [eV/A^3]: xx=0.01125 yy=0.00889 zz=0.00899 xy=0.00061 xz=0.00096 yz=0.00111
largest error, real-space test = 3.6e-10 eV/A^3
neutral atoms: cloud width = 0.70 A
neutral atoms, first cell, volume = 88.000 A^3:
  pair sum = -5.589503 eV, reciprocal = -5.589503 eV
neutral atoms, second cell, volume = 93.196 A^3:
  pair sum = -5.589463 eV, reciprocal = -5.589463 eV
```
